# Trapezoidal quadrature of the resolvent on a circle: the half-step offset: a program that tests the result

```python
# Result under test: the N-point trapezoidal rule for
#     (1 / 2 pi i) * contour integral of dz / (z - x)
# on the circle z = c + r exp(i theta), with nodes shifted by half a step,
# theta_k = (2k + 1) pi / N, equals 1 / (1 + ((x - c) / r)**N).
# For even N this is a bounded filter on the real axis, and with x replaced
# by a Hermitian matrix H it approximates the projector on the levels inside.
# Symbols: c centre, r radius, N number of nodes, u = (x - c) / r,
# W half-width of the occupied band, g gap, eps allowed filter error.
# Energies are in eV.
import numpy as np
from scipy.integrate import quad


def circle_rule(c, r, N, offset=None):
    """Nodes z_k and weights of the trapezoidal rule, including 1/(2 pi i)."""
    if offset is None:
        offset = np.pi / N
    theta = offset + 2 * np.pi * np.arange(N) / N
    z = c + r * np.exp(1j * theta)
    dz = 1j * r * np.exp(1j * theta) * (2 * np.pi / N)
    return z, dz / (2j * np.pi)


def quadrature(x, c, r, N, offset=None):
    z, weight = circle_rule(c, r, N, offset)
    x = np.atleast_1d(x)
    return np.sum(weight / (z - x[:, None]), axis=1)


def closed_filter(x, c, r, N):
    return 1 / (1 + ((x - c) / r) ** N)


# Model: ring of two-site cells with alternating hopping
t_strong, t_weak, cells = 2.5, 1.5, 20
sites = 2 * cells
H = np.zeros((sites, sites))
for j in range(cells):
    a, b, a_next = 2 * j, 2 * j + 1, (2 * j + 2) % sites
    H[a, b] = H[b, a] = -t_strong
    H[b, a_next] = H[a_next, b] = -t_weak
levels, orbitals = np.linalg.eigh(H)
E1, E2, E3 = levels[0], levels[cells - 1], levels[cells]
assert np.allclose([E1, E2, E3], [-(t_strong + t_weak),
                                  -(t_strong - t_weak),
                                  t_strong - t_weak], atol=1e-12)
W, g = (E2 - E1) / 2, E3 - E2
c, r = (E1 + E2) / 2, np.sqrt(W * (W + g))
q = W / (W + g)

# Exact contour integral: 1 inside, 0 outside
for x, expected in [(E2, 1.0), (E3, 0.0)]:
    def integrand(theta):
        e = np.exp(1j * theta)
        return (r * e / (c + r * e - x)).real / (2 * np.pi)
    assert abs(quad(integrand, 0, 2 * np.pi)[0] - expected) < 1e-7

# Scalar identity, even and odd N, real and complex x
u_test = np.array([-1.6, -0.7, 0.0, 0.4, 1.0, 1.3, 0.5 + 0.8j, -0.2 - 1.5j])
x_test = c + r * u_test
for N in (1, 2, 3, 4, 7, 8, 16, 34):
    difference = quadrature(x_test, c, r, N) - closed_filter(x_test, c, r, N)
    assert np.max(np.abs(difference)) < 1e-11

# Other offsets give a different function, complex on the real axis
phi, N_phi = 0.37, 6
shifted = quadrature(x_test, c, r, N_phi, phi)
law = 1 / (1 - np.exp(-1j * N_phi * phi) * u_test ** N_phi)
assert np.max(np.abs(shifted - law)) < 1e-11
assert abs(shifted[1].imag) > 1e-3
unshifted_E2 = quadrature(E2, c, r, 4, 0.0)[0].real
assert abs(unshifted_E2 - 1 / (1 - ((E2 - c) / r) ** 4)) < 1e-12
assert abs(unshifted_E2 - closed_filter(E2, c, r, 4)) > 0.1

# Real poles: zero offset at c + r, half-step offset with odd N at c - r
near = 1 - 1e-6
assert abs(quadrature(c + r * near, c, r, 4, 0.0)[0]) > 1e5
assert abs(quadrature(c - r * near, c, r, 5)[0]) > 1e5
edges = quadrature(np.array([c - r, c + r]), c, r, 8)
assert np.max(np.abs(edges - 0.5)) < 1e-12

# Slope at the upper edge of the circle
N_slope, h = 16, 1e-4
side = quadrature(np.array([c + r - h, c + r + h]), c, r, N_slope).real
slope = (side[1] - side[0]) / (2 * h)
assert abs(slope + N_slope / (4 * r)) < 1e-5


# Matrix filter from explicit resolvents
def matrix_filter(N, upper_half_only):
    z, weight = circle_rule(c, r, N)
    count = N // 2 if upper_half_only else N
    total = np.zeros((sites, sites), dtype=complex)
    for k in range(count):
        total += weight[k] * np.linalg.inv(z[k] * np.eye(sites) - H)
    return 2 * total.real if upper_half_only else total


U = (H - c * np.eye(sites)) / r
by_power = np.linalg.inv(np.eye(sites) + np.linalg.matrix_power(U, 8))
assert np.max(np.abs(matrix_filter(8, False) - by_power)) < 1e-10
assert np.max(np.abs(matrix_filter(8, True) - by_power)) < 1e-10

# Best circle: scan of centre and radius with the quadrature itself
occupied_grid = np.linspace(E1, E2, 61)
empty_grid = np.linspace(E3, levels[-1], 61)


def worst_error(centre, radius, N):
    inside = np.abs(quadrature(occupied_grid, centre, radius, N) - 1)
    outside = np.abs(quadrature(empty_grid, centre, radius, N))
    return max(inside.max(), outside.max())


N_scan = 8
best_formula = q ** (N_scan / 2) / (1 + q ** (N_scan / 2))
assert abs(worst_error(c, r, N_scan) - best_formula) < 1e-12
scan = [(worst_error(cc, rr, N_scan), cc, rr)
        for cc in np.linspace(c - 1, c + 1, 41)
        for rr in np.linspace(1.6, 3.4, 91)]
scan_error, scan_c, scan_r = min(scan)
assert scan_error >= best_formula - 1e-12
assert scan_error < 1.05 * best_formula
assert abs(scan_c - c) < 0.051 and abs(scan_r - r) < 0.021

# Number of nodes: direct search against the logarithmic formula
eps = 1e-6
N_real = 2 * np.log(1 / eps - 1) / np.log(1 + g / W)
N_formula = 2 * int(np.ceil(N_real / 2))
N_needed = 2
while worst_error(c, r, N_needed) > eps:
    N_needed += 2
assert N_needed == N_formula

# Density matrix, electron number and band energy
P_exact = orbitals[:, :cells] @ orbitals[:, :cells].T
energy_exact = 2 * np.sum(levels[:cells])
rows = []
for N in (8, 16, N_needed):
    P = matrix_filter(N, True)
    norm_error = np.linalg.norm(P - P_exact, 2)
    predicted = q ** (N / 2) / (1 + q ** (N / 2))
    assert abs(norm_error - predicted) < 1e-11
    number = 2 * np.trace(P)
    energy = 2 * np.trace(H @ P)
    occupations = closed_filter(levels, c, r, N)
    assert abs(number - 2 * occupations.sum()) < 1e-10
    assert abs(energy - 2 * (levels * occupations).sum()) < 1e-10
    rows.append((N, norm_error, number - 2 * cells, energy,
                 energy - energy_exact))
assert rows[-1][1] <= eps

print(f"hoppings: {t_strong:.1f} and {t_weak:.1f} eV; cells: {cells}")
print(f"E1, E2, E3: {E1:.4f}, {E2:.4f}, {E3:.4f} eV")
print(f"half-width W: {W:.4f} eV; gap g: {g:.4f} eV")
print(f"centre c: {c:.4f} eV; radius r: {r:.6f} eV")
print(f"q = W/(W+g): {q:.6f}")
print(f"u at E2: {(E2 - c) / r:.6f}; u at E3: {(E3 - c) / r:.6f}")
print("N = 4, terms of the sum at x = E2 (dimensionless):")
z4, w4 = circle_rule(c, r, 4)
for k in range(4):
    term = w4[k] / (z4[k] - E2)
    print(f" k={k} node {z4[k]:.5f} eV, weight {w4[k]:.5f} eV")
    print(f"     term {term:.6f}")
print(f"N = 4 sum at E2: {quadrature(E2, c, r, 4)[0].real:.6f}")
print(f"N = 4 closed form at E2: {closed_filter(E2, c, r, 4):.6f}")
print(f"N = 4 sum at E3: {quadrature(E3, c, r, 4)[0].real:.6f}")
print(f"N = 4 sum at E2 with zero offset: {unshifted_E2:.6f}")
print(f"slope at c + r for N = {N_slope}: {slope:.5f} per eV")
print(f"scan, N = {N_scan}: least error {scan_error:.6f}")
print(f"  at c = {scan_c:.3f} eV, r = {scan_r:.3f} eV")
print(f"formula, N = {N_scan}: least error {best_formula:.6f}")
print(f"allowed error eps: {eps:.0e}")
print(f"node bound before rounding: {N_real:.3f}")
print(f"smallest even N: {N_needed}; resolvents: {N_needed // 2}")
print(f"exact electron number: {2 * cells}")
print(f"exact band energy: {energy_exact:.8f} eV")
for N, norm_error, dn, energy, de in rows:
    print(f"N = {N}: projector error (2-norm) {norm_error:.4e}")
    print(f"  electron number error {dn:.4e}")
    print(f"  band energy {energy:.8f} eV, error {de:.4e} eV")
print("finished without a failed check")
```

It prints:

```
hoppings: 2.5 and 1.5 eV; cells: 20
E1, E2, E3: -4.0000, -1.0000, 1.0000 eV
half-width W: 1.5000 eV; gap g: 2.0000 eV
centre c: -2.5000 eV; radius r: 2.291288 eV
q = W/(W+g): 0.428571
u at E2: 0.654654; u at E3: 1.527525
N = 4, terms of the sum at x = E2 (dimensionless):
 k=0 node -0.87981+1.62019j eV, weight 0.40505+0.40505j eV
     term 0.267075-0.230188j
 k=1 node -4.12019+1.62019j eV, weight -0.40505+0.40505j eV
     term 0.155338-0.049154j
 k=2 node -4.12019-1.62019j eV, weight -0.40505-0.40505j eV
     term 0.155338+0.049154j
 k=3 node -0.87981-1.62019j eV, weight 0.40505-0.40505j eV
     term 0.267075+0.230188j
N = 4 sum at E2: 0.844828
N = 4 closed form at E2: 0.844828
N = 4 sum at E3: 0.155172
N = 4 sum at E2 with zero offset: 1.225000
slope at c + r for N = 16: -1.74574 per eV
scan, N = 8: least error 0.033607
  at c = -2.500 eV, r = 2.300 eV
formula, N = 8: least error 0.032635
allowed error eps: 1e-06
node bound before rounding: 32.611
smallest even N: 34; resolvents: 17
exact electron number: 40
exact band energy: -109.22383918 eV
N = 8: projector error (2-norm) 3.2635e-02
  electron number error -1.1335e-01
  band energy -107.88194776 eV, error 1.3419e+00 eV
N = 16: projector error (2-norm) 1.1368e-03
  electron number error -3.6410e-03
  band energy -109.19286105 eV, error 3.0978e-02 eV
N = 34: projector error (2-norm) 5.5513e-07
  electron number error -1.4814e-06
  band energy -109.22382879 eV, error 1.0386e-05 eV
finished without a failed check
```
